# Why slow-ion drag contains the full electron density

A proton with an energy of 1 keV, moving through the valence electrons of silicon, is slower than the electrons at the Fermi surface. An electron deep in the Fermi sea cannot take up a small amount of energy, because the states just above it are filled. Yet the drag on a slow ion in an electron gas is

$$S=n\,v\,k_F\,\sigma_{\rm tr}(k_F),$$

with the density $n$ of all the electrons in front. How can electrons that cannot respond be counted in the force?

## The model and its frame

Atomic units are used in the algebra ($\hbar=m=e=1$), so that $k_F$ is also the Fermi velocity $v_F$. A very heavy ion moves at constant velocity $\mathbf v$ through independent electrons. It carries a central, screened potential $V(r)$ that moves rigidly with it. The transport cross section is

$$\sigma_{\rm tr}(k)=\int(1-\cos\Theta)\,\frac{d\sigma}{d\Omega}\,d\Omega ,$$

where $\Theta$ is the scattering angle in the ion frame.

An electron with laboratory momentum $\mathbf p$ has momentum $\mathbf k=\mathbf p-\mathbf v$ in the ion frame. If $f(p)$ is the Fermi distribution, the occupation there is

$$g(\mathbf k)=f(|\mathbf k+\mathbf v|),$$

a Fermi sphere centred at $-\mathbf v$. The potential is static in this frame, so $|\mathbf k'|=|\mathbf k|$ in every collision. In the laboratory the electron nevertheless gains the energy

$$\tfrac12|\mathbf k'+\mathbf v|^2-\tfrac12|\mathbf k+\mathbf v|^2=\mathbf v\cdot(\mathbf k'-\mathbf k).$$

## The Pauli factor cancels

A collision $\mathbf k\to\mathbf k'$ gives the ion the momentum $\mathbf k-\mathbf k'$. One electron per unit volume carries the flux $k$. With two spin states and a factor $1-g(\mathbf k')$ that requires an empty final state, the force on the ion is

$$\mathbf F=2\int\!\frac{k^2dk}{(2\pi)^3}\int\! d\Omega\, d\Omega'\;k\frac{d\sigma}{d\Omega}(k,\Theta)\,g(\mathbf k)[1-g(\mathbf k')](\mathbf k-\mathbf k').$$

Consider the part containing $g(\mathbf k)g(\mathbf k')$. At fixed $k$, exchange the names of the two directions. The cross section depends on the angle between them and does not change, nor does $g(\mathbf k)g(\mathbf k')$. The factor $\mathbf k-\mathbf k'$ changes sign. This part equals its own negative, so it is zero.

In the remaining part, the integral over $\Omega'$ removes the components of $\mathbf k'$ perpendicular to $\mathbf k$. The parallel component of $\mathbf k-\mathbf k'$ is $k(1-\cos\Theta)$, which leaves

$$\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,g(\mathbf k)\,k\,\mathbf k\,\sigma_{\rm tr}(k).\tag{1}$$

Blocking does remove collisions. It removes $\mathbf k\to\mathbf k'$ and $\mathbf k'\to\mathbf k$ at equal rates when both states are filled, and their momentum transfers are opposite. The argument did not use the shape of $g$, so it also holds for hot electrons.

## The same force without collision counting

The force operator is a sum of one-electron terms, $\sum_i\nabla V(\mathbf r_i)$. In the steady state, independent electrons occupy the scattering states that grow out of the filled incoming plane waves. The mean of a one-electron operator is then the sum of its means over those states, and no factor $1-g$ enters. It remains to show that each state contributes what equation (1) assigns to it.

Take $z$ along $\mathbf k$ and an incident wave of unit density:

$$\psi=\sum_l(2l+1)i^le^{i\delta_l}\frac{u_l(r)}{kr}P_l(\cos\theta),\qquad u_l\to\sin\phi_l,\quad \phi_l=kr-\tfrac{l\pi}{2}+\delta_l .$$

Since $\partial V/\partial z=V'\cos\theta$, and

$$\int_{-1}^{1}xP_lP_{l+1}dx=\frac{2(l+1)}{(2l+1)(2l+3)},$$

only neighbouring $l$ combine. With $\Delta_l=\delta_l-\delta_{l+1}$, each pair and its complex conjugate give $2\,{\rm Re}(ie^{-i\Delta_l})=2\sin\Delta_l$. Hence

$$\Big\langle\frac{\partial V}{\partial z}\Big\rangle=\frac{8\pi}{k^2}\sum_l(l+1)\sin\Delta_l\,M_l,\qquad M_l=\int_0^\infty u_lu_{l+1}V'dr .$$

To find $M_l$, define $A=d/dr-(l+1)/r$ and its adjoint $A^\dagger=-d/dr-(l+1)/r$. Multiplying out gives

$$A^\dagger A=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2},\qquad AA^\dagger=-\frac{d^2}{dr^2}+\frac{(l+1)(l+2)}{r^2}.$$

The radial Hamiltonians are therefore $h_l=\frac12A^\dagger A+V$ and $h_{l+1}=\frac12AA^\dagger+V$. With $(h_l-E)u_l=0$,

$$(h_{l+1}-E)Au_l=(VA-AV)u_l=-V'u_l .$$

Multiply by $u_{l+1}$ and integrate by parts twice. Because $(h_{l+1}-E)u_{l+1}=0$, only boundary terms survive:

$$M_l=\tfrac12\big[u_{l+1}(Au_l)'-u_{l+1}'Au_l\big]_0^\infty .$$

The lower limit gives zero. At large $r$, $Au_l\to k\cos\phi_l$, so the bracket is $-k^2\cos(\phi_l-\phi_{l+1})$. The phase difference is $\pi/2+\Delta_l$, and thus $M_l=\frac12k^2\sin\Delta_l$. The force of one state is

$$\Big\langle\frac{\partial V}{\partial z}\Big\rangle=4\pi\sum_l(l+1)\sin^2\Delta_l .$$

This must be compared with $k^2\sigma_{\rm tr}$. The scattering amplitude is $k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_lP_l$. Its square, integrated with weight 1 and with weight $\cos\Theta$, gives

$$k^2\sigma_{\rm tr}=4\pi\sum_l(2l+1)\sin^2\delta_l-8\pi\sum_l(l+1)\sin\delta_l\sin\delta_{l+1}\cos\Delta_l .$$

Write $2l+1=(l+1)+l$ and shift the index in the second piece. The first sum becomes $4\pi\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. The two sums then combine into

$$4\pi\sum_l(l+1)\,|e^{i\delta_l}\sin\delta_l-e^{i\delta_{l+1}}\sin\delta_{l+1}|^2=4\pi\sum_l(l+1)\sin^2\Delta_l ,$$

because $e^{i\delta}\sin\delta=(e^{2i\delta}-1)/2i$. So $\langle\partial V/\partial z\rangle=k^2\sigma_{\rm tr}$, and the sum over filled states is equation (1).

The one-electron argument reaches further than the exchange argument. For a non-central potential the rates of $\mathbf k\to\mathbf k'$ and $\mathbf k'\to\mathbf k$ may differ, but the forces of filled scattering states still add without a blocking factor.

## Where the density comes from

If $k<k_F-v$, then $|\mathbf k+\mathbf v|<k_F$ in every direction. Both $\mathbf k$ and $-\mathbf k$ are filled, and their terms in equation (1) cancel. The force comes from the shell $k_F-v<k<k_F+v$.

For $v\ll k_F$, expand $g(\mathbf k)\simeq f(k)+v\cos\theta\,f'(k)$, with $\theta$ now measured from $\mathbf v$. The isotropic term gives no force. The angular integral of $\cos^2\theta$ is $4\pi/3$, so

$$\mathbf F\cdot\hat{\mathbf v}=\frac{2}{(2\pi)^3}\frac{4\pi}{3}v\int_0^\infty k^4\sigma_{\rm tr}f'\,dk=\frac{v}{3\pi^2}\int_0^\infty k^4\sigma_{\rm tr}f'\,dk .$$

At zero temperature $f'=-\delta(k-k_F)$. The force opposes the motion and has magnitude

$$S=\frac{k_F^3}{3\pi^2}\,v\,k_F\,\sigma_{\rm tr}(k_F)=n\,v\,k_F\,\sigma_{\rm tr}(k_F),$$

since $n=2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3$. Here $n$ is a property of the Fermi surface, fixed by its radius.

The surface also carries the corresponding momentum. Compare the sphere centred at $-\mathbf v$ with one centred at the origin. They differ by two lunes, one with added electrons and one with missing electrons. The surface is displaced by $v|\cos\theta|$, so each lune holds

$$\frac{2}{(2\pi)^3}2\pi k_F^2v\int_0^1c\,dc=\frac{vk_F^2}{4\pi^2}=\frac34\,n\frac{v}{k_F}$$

electrons or holes per unit volume. Their mean $|k_z|$ is $k_F\int_0^1c^2dc/\int_0^1c\,dc=\frac23k_F$. Together the lunes carry $2\cdot\frac34\cdot\frac23\,nv=nv$, the momentum density of the whole gas drifting past the ion. The drag is this momentum density times $k_F\sigma_{\rm tr}$, which is the relaxation rate that one ion per unit volume would cause.

In the opposite limit, $v\gg k_F$, every electron has $\mathbf k\simeq-\mathbf v$, and equation (1) gives $S\simeq nv^2\sigma_{\rm tr}(v)$. Now every electron in $n$ can be scattered. Blocking does not vanish even here: a soft collision can leave an electron inside the Fermi sphere. For the screened potential used below, about a quarter of the collisions remain blocked, and their momentum transfers cancel as before. This limit belongs to the rigid-potential model; the screening of a real fast ion changes with its speed.

## A proton in a gas of silicon's density

Silicon has 32 valence electrons in a cubic cell of edge about 5.43 Å. Spread uniformly, they give $n=0.200$ Å$^{-3}$ and $k_F=1.809$ Å$^{-1}$. At 1 keV, $v/v_F=0.209$ and $mvv_F=5.21$ eV.

The ion potential is taken as $-e^{-\alpha r}/r$. A phase shift $\delta_l$ brings $\delta_l/\pi$ extra states below $k_F$ for each spin and each of the $2l+1$ orientations. Requiring these states to hold one screening electron gives the Friedel sum rule, $\frac2\pi\sum_l(2l+1)\delta_l(k_F)=1$. It fixes $\alpha=2.37$ Å$^{-1}$. The first phase shifts are 0.920, 0.141, 0.030 and 0.007, so

$$\sigma_{\rm tr}=\frac{4\pi}{(1.809)^2}\big[\sin^2(0.779)+2\sin^2(0.111)+3\sin^2(0.023)+\dots\big]=2.00\ \text{Å}^2 .$$

The drag is $0.200\times5.21\times2.00\simeq2.08$ eV/Å, or about 21 eV/nm.

At the full speed, the collision integral with the Pauli factor gives 2.0524 eV/Å. A separate sum over all electrons without that factor gives the same value. It stays the same when the cross section is multiplied by $1+e^{-(k/k_0)^2}$ with $k_0\simeq0.21k_F$, which doubles it at $k=0$. With electrons at $kT=1.36$ eV, and the chemical potential and ion potential held fixed, both counts give 2.0339 eV/Å.

The two counts describe different traffic. Blocking leaves 10.8% of the collisions, with a mean momentum transfer along the drag of $0.888\,\hbar k_F$. Without blocking the mean is $0.096\,\hbar k_F$, because most transfers cancel. The products agree: $0.108\times0.888=0.096$.

The finite-speed drag is 1.3% below the linear law, and 0.32% below it at half the speed. This fourfold drop is expected: reversing $\mathbf v$ reverses the force, and $\sigma_{\rm tr}(k)$ is smooth near $k_F$, so the force has only odd powers of $v$ and the leading relative correction is of order $v^2$.

## When blocking does matter

Suppose the ion starts in its ground state and absorbs an internal energy $\omega$, so that $k'^2=k^2-2\omega$. The reverse process is absent, and the exchange argument fails. Filled states reach up to $(k_F+v)^2/2$ in the ion frame, while empty ones begin at $(k_F-v)^2/2$. The difference is $2k_Fv$, here 10.4 eV. Above that value of $\omega$, blocking stops the process completely. For $\omega=5$ eV, an isotropic model with a constant matrix element gives a blocked force only 0.27 of the unblocked one.

Ion recoil also breaks elasticity, but a momentum transfer of $2\hbar k_F$ gives the ion only about 0.03 eV, small beside 10.4 eV.

## Beside real silicon

The example lies in the regime of low-energy hydrogen implantation. Implants at tens of keV reach it only near the end of their path; at 25 keV the proton is already about as fast as the Fermi electrons, and the drag in the rigid-potential model is 34% below the linear law. Silicon does not have the uniform density assumed here: its valence charge gathers in the bonds and is thin in the open channels. At the same speed, with $\alpha$ refitted, half the density gives 1.70 eV/Å and double gives 2.43 eV/Å, shifts of about 18% down and 17% up. The drag is thus far from proportional to $n$, because $\sigma_{\rm tr}$ falls as the density rises. At half density the fitted potential has a very shallow bound state, which the sum rule counts as filled. Thomas–Fermi screening gives 2.40 eV/Å, but its Friedel charge is 1.25 instead of 1. The sum rule alone does not fix the drag: the potential $-e^{-\beta r}(1/r+\beta/2)$, with $\beta$ chosen to give a Friedel charge of 1, yields 2.46 eV/Å, about 18% more than the form used here. Transfers below a gap of about 1.1 eV supply only 0.8% of the drag, but this does not size the gap effect, because a gap also moves the states that larger transfers reach. In a crude model that raises all empty states rigidly by 1.1 eV, the drag falls by about 21% with a constant matrix element and by about 25% with the Born matrix element of the screened potential. The thermal change at 300 K is negligible. Collisions with the nuclei add a separate 0.24 eV/Å according to the ZBL formula. Electron–electron scattering and changes of the proton's charge state are left out and not sized here, so 2.1 eV/Å is a model estimate. The remaining values are in the numerical output.

## Computed results

```
ion energy: 1000 eV
lattice constant (rough input): 5.43 angstrom
valence electron density n: 0.1999 per cubic angstrom
Fermi wave vector kF: 1.8088 per angstrom
Fermi energy: 12.465 eV
speed ratio v/vF: 0.2090
m v vF: 5.211 eV
screening constant alpha: 2.3689 per angstrom
phase shifts l=0,1,2,3: 0.9200, 0.1413, 0.0301, 0.0073 rad
s phase by second equation: 0.9200 rad
Friedel charge: 1.00000 electrons
transport cross section: 1.9960 square angstrom
one-state force / (k^2 sigma_tr): 1.000000
drag, low-speed law: 2.0790 eV/angstrom
drag, low-speed law: 20.79 eV/nm
drag, with Pauli factor: 2.0524 eV/angstrom
drag, all electrons, no Pauli factor: 2.0524 eV/angstrom
same, deep cross section doubled at k=0: 2.0524 eV/angstrom
hot electrons, kT: 1.361 eV
hot drag, with Pauli factor: 2.0339 eV/angstrom
hot drag, no Pauli factor: 2.0339 eV/angstrom
event rate, allowed / unblocked: 0.1080
mean momentum per allowed event: 0.8879 hbar kF
mean momentum per unblocked event: 0.0959 hbar kF
electrons in one lune / n: 0.1562
shell momentum density / (n m v): 1.000000
inelastic model, energy absorbed: 5.0 eV
inelastic model, blocked/unblocked force: 0.2712
inelastic model, full blocking above: 10.42 eV
finite-speed change at v: -1.28 %
finite-speed change at v/2: -0.32 %
finite-speed change at v/8: -0.020 %
band gap (rough input): 1.1 eV
drag from transfers below gap: 0.8 %
temperature: 300 K
thermal change of drag: -5.1e-04 %
largest ion recoil energy: 0.0272 eV
drag at half density: 1.695 eV/angstrom
drag at double density: 2.434 eV/angstrom
drag, Thomas-Fermi screening: 2.401 eV/angstrom
Friedel charge, Thomas-Fermi screening: 1.254 electrons
nuclear stopping, ZBL formula: 0.237 eV/angstrom
```
